# Fluctuations of an Isolated Step Limited by Terrace Diffusion, part 2

A step on a crystal surface separates an upper terrace from a lower one that is one atomic layer deeper. The crystal is in equilibrium at temperature $T$, without net deposition or evaporation, and $k$ is Boltzmann's constant. The coordinate $y$ runs along the mean step direction, and $x(y,t)$ is the displacement across it, measured from the mean position. The quantity sought is

$$G(t)=\left\langle[x(y,t)-x(y,0)]^2\right\rangle ,$$

averaged over equilibrium fluctuations. The step has length $L$ and periodic ends, and its modes are defined by

$$x(y)=\frac{1}{\sqrt L}\sum_q x_q\,e^{iqy},$$

with $q$ a nonzero integer multiple of $2\pi/L$ and $S_q=\langle|x_q|^2\rangle$.

The chemical potential of a mode, relative to a straight step, is $\mu_q=\Omega\tilde\beta q^2x_q$. The linear Gibbs–Thomson relation $\delta c=c_0\mu/kT$ gives the deviation of the adatom density from $c_0$ beside the step, for $|\mu|\ll kT$.

If the adatom field does not adjust instantly, an established mode on an isolated step with fast attachment decays at a rate $\Gamma$ given by $y_q=\Gamma/(Dq^2)$ and $\varepsilon=B|q|/D$, with

$$y_q=\varepsilon\sqrt{1-y_q},\qquad y_q^2+\varepsilon^2y_q-\varepsilon^2=0,\qquad y_q=\frac{-\varepsilon^2+\varepsilon\sqrt{\varepsilon^2+4}}{2}. \tag{5}$$

With straight neighbouring steps held at distance $W$ on each side, and attachment lengths $d_1$ on the lower and $d_2$ on the upper side,

$$\Gamma_q=\frac B2q^2\left(\frac{s_q}{1+d_1s_q}+\frac{s_q}{1+d_2s_q}\right), \tag{6}$$

where $s_q=|q|\coth(|q|W)$, which becomes $|q|$ for an isolated step. An attachment length is $D/k_a$, with $k_a$ the attachment rate coefficient.

Atoms moving along the step edge, with number $n_e$ per unit length and diffusivity $D_e$, contribute

$$\frac{dx_q}{dt}=-\frac{D_en_e\Omega}{kT}q^2\mu_q=-\frac{D_en_e\Omega^2\tilde\beta}{kT}q^4x_q=-B\ell_eq^4x_q,\qquad \ell_e=\frac{D_en_e}{2Dc_0}. \tag{7}$$

With fast attachment and distant neighbours, terrace and edge transport together give the rate $B(|q|^3+\ell_eq^4)$.

## From mode decay to displacement in time

The step has displacement $x(y,t)$, stiffness $\tilde\beta$ and area per atom $\Omega$; $D$ and $c_0$ are the diffusivity and equilibrium density of adatoms. A mode of wave number $q$ has equilibrium variance $S_q=kT/(\tilde\beta q^2)$. For an isolated step with fast attachment on both sides it decays at the rate $\Gamma_q=B|q|^3$, with $B=2Dc_0\Omega^2\tilde\beta/kT$. Neighbours at distance $W$, attachment lengths $d_1,d_2$ and the edge-diffusion length $\ell_e$ modify this rate as given in equations (6) and (7).

Consider one mode whose value at time zero is known. The random transfers after that time have zero mean and do not depend on that value. The average of $x_q(t)$ for the given start is thus $x_q(0)e^{-\Gamma_qt}$. Multiplying by $x_q^*(0)$ and averaging over equilibrium starts gives

$$\langle x_q(t)x_q^*(0)\rangle=S_qe^{-\Gamma_qt},\qquad t\ge0 . \tag{10}$$

Different modes are uncorrelated, because both the energy and the noise are the same at every point of the step. Expanding the square in the definition of $G$, and using that $\langle x^2\rangle$ does not change with time,

$$G(t)=2\langle x^2(y,0)\rangle-2\langle x(y,t)x(y,0)\rangle=\frac2L\sum_{q\ne0}S_q\left(1-e^{-\Gamma_qt}\right).$$

For a long step, $L^{-1}\sum_q$ becomes $\int dq/(2\pi)$. The integrand is even in $q$, so twice the integral over positive $q$ may be taken:

$$G(t)=\frac{2kT}{\pi\tilde\beta}\int_0^\infty\frac{1-e^{-\Gamma_qt}}{q^2}\,dq . \tag{11}$$

Now insert $\Gamma_q=Bq^3$ and define the length

$$\xi(t)=(Bt)^{1/3} .$$

With $u=q\xi$, one has $dq/q^2=\xi\,du/u^2$, and the time leaves the integral:

$$G(t)=\frac{2kT}{\pi\tilde\beta}\,\xi\,I,\qquad I=\int_0^\infty\frac{1-e^{-u^3}}{u^2}\,du .$$

The integral converges at both ends: for small $u$ the integrand tends to $u$, and for large $u$ it falls as $1/u^2$. Integration by parts gives

$$I=\left[-\frac{1-e^{-u^3}}{u}\right]_0^\infty+\int_0^\infty3u\,e^{-u^3}\,du .$$

The bracket vanishes at both limits. With $v=u^3$, $u=v^{1/3}$ and $du=\tfrac13v^{-2/3}dv$, the remaining integral is $\int_0^\infty v^{-1/3}e^{-v}dv=\Gamma(2/3)$, where $\Gamma$ with a number as argument is the gamma function. Therefore

$$G(t)=\frac{2\Gamma(2/3)}{\pi}\,\frac{kT}{\tilde\beta}\,(Bt)^{1/3}=\frac{2\Gamma(2/3)}{\pi}\left(\frac{kT}{\tilde\beta}\right)^{2/3}\left(2Dc_0\Omega^2t\right)^{1/3}. \tag{12}$$

The numerical factor is $2\times1.3541/\pi=0.8621$. The second form follows because $B=2Dc_0\Omega^2/(kT/\tilde\beta)$, whose cube root removes one third of a power of $kT/\tilde\beta$.

The length $\xi$ gives the result a simple picture. After time $t$, modes with $q\xi\gg1$ have lost their memory, while modes with $q\xi\ll1$ have hardly moved. A piece of step of length about $\xi$ has thus lost most of the memory of its earlier shape, while the average position of a stretch many times longer than $\xi$ has moved much less than a single point of the step. Two points of an equilibrium step at separation $r$ have a mean-square difference in displacement of $kTr/\tilde\beta$, since the step is a random walk in $x$ as $y$ advances. Setting $r\approx\xi$ gives $G\approx(kT/\tilde\beta)\xi$, as in equation (12) apart from the factor $0.8621$. A stiffer step relaxes each mode faster but has smaller fluctuations, and the second effect is stronger: at fixed $T$, $D$ and $c_0$, $G$ falls as $\tilde\beta^{-2/3}$.

The exponent records the kinetics. For a rate $\Gamma_q=A_n|q|^n$ with $n>1$, the same substitution gives $\xi=(A_nt)^{1/n}$. The integration by parts leaves $\int_0^\infty nu^{n-2}e^{-u^n}du$. With $v=u^n$ this becomes $\int_0^\infty v^{-1/n}e^{-v}dv=\Gamma(1-1/n)$, and

$$G(t)=\frac{2kT}{\pi\tilde\beta}\,\Gamma\!\left(1-\frac1n\right)(A_nt)^{1/n}. \tag{13}$$

The exponent is $1/2$ when slow attachment or close straight neighbours give $n=2$, $1/3$ for an isolated step limited by terrace diffusion, and $1/4$ when edge diffusion gives $n=4$. A measured exponent near $1/3$ over a short range of times could also arise in a crossover between the other two, so that the range of times and the size of the prefactor matter as well.

The approach to the limits can be followed in detail. If a small change $\delta\Gamma_q$ is added to the rate, equation (11) changes to first order by

$$\delta G=\frac{2kT}{\pi\tilde\beta}\int_0^\infty\frac{t\,\delta\Gamma_q}{q^2}\,e^{-Bq^3t}\,dq . \tag{14}$$

For equal, short attachment lengths $d$ on both sides of an isolated step, equation (6) gives $\Gamma_q=Bq^3/(1+dq)$, so $\delta\Gamma_q\approx-Bdq^4$. The integral is then $-Btd\int_0^\infty q^2e^{-Btq^3}dq=-d/3$. Edge diffusion has $\delta\Gamma_q=+B\ell_eq^4$ and gives $+\ell_e/3$. Relative to equation (12),

$$\frac{\delta G}{G}\approx\frac{\ell_e-d}{3\Gamma(2/3)\,\xi}. \tag{15}$$

To this order both effects shift $G$ by a constant, and their relative weight falls as $t^{-1/3}$.

Neighbouring steps act at the other end of the window. Their change in rate is $\delta\Gamma_q=Bq^3[\coth(qW)-1]$, which is appreciable only for $q$ up to about $1/W$. When $\xi\ll W$ the exponential in equation (14) is close to one in that range. With $z=qW$ and $\coth z-1=2/(e^{2z}-1)$,

$$\int_0^\infty Bt\,q[\coth(qW)-1]\,dq=\frac{Bt}{W^2}\int_0^\infty\frac{2z\,dz}{e^{2z}-1}=\frac{\pi^2}{12}\frac{\xi^3}{W^2}.$$

The last integral equals $\tfrac12\int_0^\infty w\,dw/(e^w-1)=\pi^2/12$, with $w=2z$. Hence

$$\frac{\delta G}{G}\approx\frac{\pi^2}{12\,\Gamma(2/3)}\left(\frac{\xi}{W}\right)^2, \tag{16}$$

an increase, since the neighbours offer a nearby source and sink of atoms. It grows as $t^{2/3}$. The neighbours were held straight here. If they fluctuate too, this leading term stays the same, because in equilibrium their displacements at time zero are uncorrelated with that of the step; only higher orders in $\xi/W$ change.

Waves longer than $\sqrt{Dt}$, whose adatom profile is not yet established, can be treated in the same spirit. For them $|q|$ in the gradient is replaced by a quantity of order $1/\sqrt{Dt}$. Their contribution to the integral in equation (11) is of order $Bt/\sqrt{Dt}$ times the range $1/\sqrt{Dt}$, or $B/D$. Relative to $\xi$ this is $B/(D\xi)$, which is the parameter $\varepsilon$ of equation (5) at $q=1/\xi$. Waves with $q$ between $1/\sqrt{Dt}$ and $1/\xi$ add a term of order $B/(D\xi)$ times $\ln(\sqrt{Dt}/\xi)$. The delay of the adatom field is thus negligible when $B/(D\xi)$ is small even after multiplication by this logarithm.

A finite step length ends the growth altogether. With periodic ends and the uniform displacement excluded, all exponentials vanish at late times, and

$$G(\infty)=\frac4L\sum_{n=1}^{\infty}\frac{kT}{\tilde\beta}\left(\frac{L}{2\pi n}\right)^2=\frac{kTL}{6\tilde\beta},$$

because $\sum n^{-2}=\pi^2/6$. The one-third law therefore also requires $\xi\ll L$.

Steps on Zn(0001) near room temperature serve as an example. Zinc is a soft and volatile metal, so both adatom formation at low temperature and loss by evaporation are of interest. The parameters are rough assumed values, not measured or computed ones: atomic spacing $a=0.27$ nm, attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$, adatom formation energy $0.45$ eV, hopping barrier $0.08$ eV and stiffness $0.5$ eV/nm. The terrace width is $W=100$ nm and $T=300$ K, for which $kT=0.02585$ eV and $kT/\tilde\beta=0.0517$ nm.

The close-packed surface has $\Omega=\sqrt3a^2/2=0.0631\ \mathrm{nm^2}$. With hops of length $a$ in two dimensions,

$$D=\frac{a^2\nu}{4}e^{-0.08\,\mathrm{eV}/kT}=8.26\times10^9\ \mathrm{nm^2/s}=8.26\times10^{-5}\ \mathrm{cm^2/s}.$$

The adatom coverage is $c_0\Omega=e^{-0.45\,\mathrm{eV}/kT}=2.76\times10^{-8}$. Thus

$$B=\frac{2D(c_0\Omega)\Omega}{kT/\tilde\beta}=\frac{2(8.26\times10^9)(2.76\times10^{-8})(0.0631)}{0.0517}\ \frac{\mathrm{nm^3}}{\mathrm s}\approx556\ \frac{\mathrm{nm^3}}{\mathrm s}.$$

After one second $\xi=(556)^{1/3}=8.22$ nm, and

$$G(1\ \mathrm s)=0.8621\times0.0517\times8.22\ \mathrm{nm^2}=0.366\ \mathrm{nm^2}.$$

The root-mean-square displacement is $0.61$ nm. At $0.01$ s the formula gives $\xi=1.8$ nm and a displacement of $0.28$ nm; at $100$ s it gives $38$ nm and $1.3$ nm. A ten-thousandfold increase in time raises the displacement by a factor of only about $4.6$, since it grows as $t^{1/6}$.

The nominal window runs from $3.5\times10^{-5}$ s, when $\xi=a$, to $1.8\times10^3$ s, when $\xi=W$. The upper limit is too generous: straight neighbours at $100$ nm already raise $G$ by $8\%$ at $100$ s, where the local exponent $d\ln G/d\ln t$ is $0.38$, and by $38\%$ when $\xi=W$, where it is $0.46$. The lower limit is also too generous for a continuous step. If kinks are independent and each shifts the step by one atomic row, $\sqrt3a/2$, the random-walk variance $kT/\tilde\beta$ per unit length implies about $0.95$ kinks per nm. A length $\xi$ then holds about eight kinks at one second but fewer than two at $0.01$ s, so the value at the earlier time is only indicative. Omitting all modes beyond $q=\pi/a$ would remove $(2kT/\pi\tilde\beta)(a/\pi)$ from equation (11), which is $0.8\%$ of $G$ at one second.

The other effects at one second were sized by evaluating equation (11) numerically, on a uniform grid in $\ln q$, with one change in the rate at a time. Straight neighbours at $100$ nm raise $G$ by $0.41\%$, in line with equation (16). An attachment length of one atomic spacing on both sides lowers it by $0.80\%$. For edge diffusion, take $D_en_e=(a\nu/2)e^{-E_e/kT}$, where $E_e=0.50$ eV includes both the formation and the hopping of an edge atom. This gives $\ell_e=0.75$ nm and raises $G$ by $2.1\%$. The value of $E_e$ is assumed, and $\ell_e$ depends on it exponentially. For $E_e=0.45$ eV one finds $\ell_e=5.2$ nm, a rise of $12\%$ and a local exponent of $0.31$; for $E_e=0.40$ eV, $\ell_e=36$ nm exceeds $\xi$, the rise is $45\%$ and the exponent is $0.27$. Whether this example shows the one-third law at one second therefore depends on the assumed $E_e$. An extra barrier of $0.10$ eV for crossing from the upper terrace gives that side an attachment length $d_2\approx ae^{0.10\,\mathrm{eV}/kT}\approx12.9$ nm, with $d_1=0$. This exceeds $\xi$, and $G$ falls by $9.9\%$. Complete blocking of the upper side would halve $B$ and multiply $G$ by $2^{-1/3}=0.794$.

Evaporation is negligible here in spite of the volatility of zinc. With a cohesive energy of $1.35$ eV, again a rough assumed value, an adatom is bound to the terrace by $1.35-0.45=0.90$ eV and stays for $\nu^{-1}e^{0.90\,\mathrm{eV}/kT}=132$ s. In that time it would diffuse about $10^6$ nm, far more than the terrace width. Without a compensating vapour, each step would retreat at the speed $(c_0\Omega)W/(132\ \mathrm s)$, which amounts to $2\times10^{-8}$ nm in one second. The delay of the adatom field is equally unimportant, with $B/(D\xi)=8\times10^{-9}$.

To judge linearity, begin with the modes with $|q|<1/\xi$, which carry the shape on lengths above about $\xi$. Their mean-square slope is

$$\int_{-1/\xi}^{1/\xi}\frac{dq}{2\pi}\,q^2S_q=\frac{kT}{\pi\tilde\beta\,\xi},$$

which corresponds to a root-mean-square slope of $0.045$. Their mean-square chemical potential, in units of $(kT)^2$, is

$$\int_{-1/\xi}^{1/\xi}\frac{dq}{2\pi}\left(\frac{\Omega\tilde\beta q^2}{kT}\right)^2S_q=\frac{\Omega^2\tilde\beta}{3\pi kT\,\xi^3},$$

with a root of $0.004$. Both are small, but these modes supply only $31\%$ of $G$. Modes up to $|q|=7.4/\xi$ supply $90\%$. With that upper limit the two roots, which grow as its powers $1/2$ and $3/2$, become $0.12$ and $0.08$. The quadratic energy and the linear Gibbs–Thomson relation are therefore adequate for the modes that make up most of $G$, though not for those near the atomic scale.

Set beside a real zinc surface, the assumed energies are a major source of uncertainty. The stiffness and the attempt rate are uncertain too, and with a hopping barrier of only about $3kT$ the picture of separate single hops is itself rough. In equation (12), $Dc_0$ enters as a cube root, so an error in the sum of formation and hopping energies is divided by three in the exponent. Even so, a formation energy higher by $0.05$ eV multiplies $G$ by $0.525$. With the energies and the stiffness held fixed, $G$ at one second is $0.16\ \mathrm{nm^2}$ at $270$ K and $0.73\ \mathrm{nm^2}$ at $330$ K. The stiffness itself falls as the temperature rises, because kinks multiply. For independent kinks costing a fixed $0.059$ eV per atomic row of offset, chosen to give $0.5$ eV/nm at $300$ K, the two values become $0.14$ and $0.81\ \mathrm{nm^2}$. A real surface may also have an extra barrier at the step, whose assumed value above costs a tenth of $G$, and on a hexagonal close-packed crystal successive single-layer steps can differ in edge structure, hence in stiffness and attachment. Contamination that pins the steps lies outside the model. The figure of $0.6$ nm after one second is therefore an estimate of scale for clean, mobile steps, while the exponent $1/3$ rests on the separation of lengths: $\xi$ must be well above the kink spacing, $\ell_e$ and the attachment lengths, and well below $W$ and $L$. The exception is an attachment length far above $\xi$ on one side only, with a fully closed side as the limit, which changes only the prefactor. When that length is comparable with $\xi$, as for the extra barrier assumed above, the prefactor is still rising towards its full value, and $G$ grows somewhat faster than $t^{1/3}$.
